# Ballistic Current of One Parabolic Two-Dimensional Subband: Natori's Formula: verification in Python

```python
# Result under test: ballistic flux per width of one parabolic 2D subband,
#   J = A [F(eta_s) - F(eta_d)],  A = g sqrt(2 m_y) T^(3/2) / pi^2,
#   F(eta) = integral_0^inf sqrt(x) / (1 + exp(x - eta)) dx  (no 1/Gamma factor).
# Atomic units inside. T: thermal energy; g: valley degeneracy (spin 2 is separate);
# m_x, m_y: masses along and across the current; eta_s, eta_d: source and drain
# chemical potentials measured from the barrier top, divided by T.
# n: electron density at the barrier top; bias: drain bias as an energy.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import expit

HARTREE = sc.physical_constants["Hartree energy"][0]
BOHR = sc.physical_constants["Bohr radius"][0]
EV = sc.e / HARTREE                 # one eV in hartree
ANG = 1e-10 / BOHR                  # one angstrom in bohr
FLUX_UNIT = ANG / EV                # hartree/bohr -> eV/angstrom
VEL_UNIT = 1.0 / (EV * ANG)         # hartree*bohr -> eV*angstrom

g, m_x, m_y = 2, 0.2, 0.4
temperature = 300.0
T = sc.k * temperature / HARTREE
n = 0.001 / ANG**2


def fermi_integral(eta, order):
    """Unnormalized integral of order 1/2 or -1/2, with x = t^2."""
    power = 2 * order + 1
    top = np.sqrt(max(eta, 0.0) + 40.0)
    return quad(lambda t: 2 * t**power * expit(eta - t * t), 0, top,
                epsabs=0, epsrel=1e-10, limit=200)[0]


def prefactor(mass_y):
    return g * np.sqrt(2 * mass_y) * T**1.5 / np.pi**2


def flux_formula(eta_s, eta_d, mass_y=m_y):
    return prefactor(mass_y) * (fermi_integral(eta_s, 0.5)
                                - fermi_integral(eta_d, 0.5))


nodes, weights = np.polynomial.legendre.leggauss(240)
nodes, weights = (nodes + 1) / 2, weights / 2


def k_space(eta_s, eta_d, mass_x=m_x, mass_y=m_y):
    """Flux and density summed directly over the two halves of k space."""
    e_max = T * (max(eta_s, eta_d, 0.0) + 40.0)
    kx_max, ky_max = np.sqrt(2 * mass_x * e_max), np.sqrt(2 * mass_y * e_max)
    kx, ky = kx_max * nodes[:, None], ky_max * nodes[None, :]
    energy = (kx**2 / (2 * mass_x) + ky**2 / (2 * mass_y)) / T
    # factor 2 for negative ky, factor 2 for spin
    w = 4 * g * kx_max * ky_max * np.outer(weights, weights) / (2 * np.pi)**2
    f_s, f_d = expit(eta_s - energy), expit(eta_d - energy)
    return np.sum(w * kx / mass_x * (f_s - f_d)), np.sum(w * (f_s + f_d))


density_scale = g * np.sqrt(m_x * m_y) * T / (2 * np.pi)


def eta_from_density(density, bias):
    r, a = density / density_scale, np.exp(-bias / T)
    root = np.sqrt((1 - a)**2 + 4 * a * np.exp(r))
    return np.log(2 * np.expm1(r) / (1 + a + root))


# Flux formula against the k-space sum; the mass along the current must drop out.
for eta_s, eta_d in [(-3.0, -5.0), (1.5, 0.2), (6.0, -2.0)]:
    for mass_x, mass_y in [(0.2, 0.4), (1.0, 0.4), (0.2, 0.9)]:
        direct = k_space(eta_s, eta_d, mass_x, mass_y)[0]
        assert np.isclose(direct, flux_formula(eta_s, eta_d, mass_y), rtol=1e-7)

# Closed-form barrier position must reproduce the density in the k-space sum.
biases_ev = [0.0, 0.02, 0.05, 0.1, 0.2, 0.5]
for b in biases_ev:
    eta = eta_from_density(n, b * EV)
    assert np.isclose(k_space(eta, eta - b * EV / T)[1], n, rtol=1e-7)

# Small-bias conductance at fixed density.
eta_0 = eta_from_density(n, 0.0)
conductance = prefactor(m_y) / (2 * T) * fermi_integral(eta_0, -0.5)
small = 1e-3 * T
eta = eta_from_density(n, small)
assert np.isclose(k_space(eta, eta - small / T)[0] / small, conductance, rtol=1e-5)

# Dilute and degenerate limits with the drain term switched off.
flux, density = k_space(-8.0, -200.0)
v_dilute = np.sqrt(2 * T / (np.pi * m_x))
assert np.isclose(flux / density, v_dilute, rtol=3e-4)
flux = k_space(40.0, -200.0)[0]
assert np.isclose(flux, prefactor(m_y) * 2 / 3 * 40.0**1.5, rtol=1e-3)
eta_sat = np.log(np.expm1(n / density_scale))
assert np.isclose(k_space(eta_sat, -200.0)[1], n, rtol=1e-7)


def transmission(energies, length, height, bias):
    """Numerov scattering solution, outgoing wave on the drain side."""
    h = ANG
    x = np.arange(-8 * length, 8 * length + h, h)
    u = height / np.cosh(x / length)**2 - bias * (1 + np.tanh(x / length)) / 2

    def coefficient(potential):
        a = h * h * 2 * m_x * (energies - potential) / 12
        return (2 - 10 * a) / (1 + a)

    theta_s = np.arccos(coefficient(u[0]) / 2)
    theta_d = np.arccos(coefficient(u[-1]) / 2)
    right, here = np.exp(1j * theta_d), np.ones(len(energies), complex)
    for potential in u[:0:-1]:
        right, here = here, coefficient(potential) * here - right
    incoming = (right - here * np.exp(-1j * theta_s)) / (2j * np.sin(theta_s))
    return np.sin(theta_d) / (np.abs(incoming)**2 * np.sin(theta_s))


# Full scattering current through a smooth barrier against the formula.
height, bias = 0.3 * EV, 0.2 * EV
s = -bias / (4 * height)            # tanh(x/length) at the maximum
barrier_top = height * (1 - s * s) - bias * (1 + s) / 2
eta_b = eta_from_density(n, bias)
mu_s = barrier_top + eta_b * T
energies = np.linspace(0.002 * EV, mu_s + 25 * T, 1500)
ky_max = np.sqrt(2 * m_y * (mu_s + 40 * T))
transverse = (ky_max * nodes)**2 / (2 * m_y)
total = energies[:, None] + transverse[None, :]
occupation = expit((mu_s - total) / T) - expit((mu_s - bias - total) / T)
supply = 2 * ky_max * occupation @ weights
step = energies[1] - energies[0]
reference = flux_formula(eta_b, eta_b - bias / T)
lengths = [50, 100, 200, 400]
excess = []
for length in lengths:
    y = transmission(energies, length * ANG, height, bias) * supply
    current = g / (2 * np.pi**2) * step * (y.sum() - (y[0] + y[-1]) / 2)
    excess.append(current / reference - 1)
assert all(p > q > 0 for p, q in zip(excess, excess[1:]))
assert excess[-1] < 5e-3
assert 3 < excess[2] / excess[3] < 5     # inverse-square law, leading order

print(f"mass along current m_x = {m_x} m_e, across m_y = {m_y} m_e")
print(f"valley degeneracy g = {g}, temperature = {temperature:.0f} K")
print(f"thermal energy T = {T / EV:.6f} eV")
print(f"density n = {n * ANG**2:.6f} 1/angstrom^2")
print(f"density scale N = {density_scale * ANG**2:.6e} 1/angstrom^2")
print(f"ratio r = n/N = {n / density_scale:.5f}")
print(f"hbar*A = {prefactor(m_y) * FLUX_UNIT:.6e} eV/angstrom")
print("Fixed density; bias in eV, E_top-mu_S in eV, hbar*J in eV/angstrom")
print("bias  eta_S    eta_D     E_top-mu_S  F(eta_S)  F(eta_D)    hbar*J")
fluxes = []
for b in biases_ev:
    e_s = eta_from_density(n, b * EV)
    e_d = e_s - b * EV / T
    j = flux_formula(e_s, e_d)
    fluxes.append(j)
    print(f"{b:4.2f}  {e_s:.5f}  {e_d:9.5f}  {-e_s * T / EV:.6f}  "
          f"{fermi_integral(e_s, 0.5):.5f}  {fermi_integral(e_d, 0.5):.4e}  "
          f"{j * FLUX_UNIT:.5e}")
assert all(q > p for p, q in zip(fluxes, fluxes[1:]))

j_last = fluxes[-1]
j_si = j_last * sc.e * HARTREE / sc.hbar / BOHR
e_last = eta_from_density(n, biases_ev[-1] * EV)
a_si = (sc.e * g * np.sqrt(2 * m_y * sc.m_e) * (sc.k * temperature)**1.5
        / (np.pi**2 * sc.hbar**2))
k_flux = k_space(e_last, e_last - biases_ev[-1] * EV / T)[0]
difference = k_flux / prefactor(m_y)
assert np.isclose(a_si * difference, j_si, rtol=1e-6)
velocity_si = BOHR * HARTREE / sc.hbar
print(f"saturated eta_S = ln(exp(r)-1) = {eta_sat:.5f}")
print(f"current per width at {biases_ev[-1]} eV bias = {j_si:.1f} A/m")
print(f"hbar*J/n at that bias = {j_last / n * VEL_UNIT:.5f} eV*angstrom")
print(f"J/n at that bias = {j_last / n * velocity_si:.4e} m/s")
print(f"dilute limit hbar*v = {v_dilute * VEL_UNIT:.5f} eV*angstrom")
print(f"small-bias hbar*J/bias = {conductance / (1 / ANG):.6e} 1/angstrom")
print(f"k-space/formula - 1 at that bias = {k_flux / j_last - 1:.1e}")
print(f"Scattering test: height parameter {height / EV:.2f} eV, "
      f"bias {bias / EV:.2f} eV")
print(f"barrier top above source band edge = {barrier_top / EV:.5f} eV")
for length, value in zip(lengths, excess):
    print(f"length {length:3d} angstrom: scattering/formula - 1 = {value:.5f}")
print(f"excess ratio, 200 to 400 angstrom = {excess[2] / excess[3]:.3f}")
print("PASS")
```

Running it gives:

```
mass along current m_x = 0.2 m_e, across m_y = 0.4 m_e
valley degeneracy g = 2, temperature = 300 K
thermal energy T = 0.025852 eV
density n = 0.001000 1/angstrom^2
density scale N = 3.054473e-04 1/angstrom^2
ratio r = n/N = 3.27389
hbar*A = 2.729229e-04 eV/angstrom
Fixed density; bias in eV, E_top-mu_S in eV, hbar*J in eV/angstrom
bias  eta_S    eta_D     E_top-mu_S  F(eta_S)  F(eta_D)    hbar*J
0.00  1.42056    1.42056  -0.036724  1.81411  1.8141e+00  0.00000e+00
0.02  1.79266    1.01902  -0.046344  2.24143  1.4138e+00  2.25888e-04
0.05  2.29038    0.35630  -0.059211  2.89471  8.9121e-01  5.46800e-04
0.10  2.89869   -0.96948  -0.074937  3.81222  2.9855e-01  9.58961e-04
0.20  3.22395   -4.51240  -0.083346  4.35274  9.6863e-03  1.18532e-03
0.50  3.23529  -16.10557  -0.083639  4.37219  8.9740e-08  1.19327e-03
saturated eta_S = ln(exp(r)-1) = 3.23529
current per width at 0.5 eV bias = 2904.6 A/m
hbar*J/n at that bias = 1.19327 eV*angstrom
J/n at that bias = 1.8129e+05 m/s
dilute limit hbar*v = 0.79186 eV*angstrom
small-bias hbar*J/bias = 1.136088e-02 1/angstrom
k-space/formula - 1 at that bias = -4.4e-16
Scattering test: height parameter 0.30 eV, bias 0.20 eV
barrier top above source band edge = 0.20833 eV
length  50 angstrom: scattering/formula - 1 = 0.05430
length 100 angstrom: scattering/formula - 1 = 0.01365
length 200 angstrom: scattering/formula - 1 = 0.00341
length 400 angstrom: scattering/formula - 1 = 0.00085
excess ratio, 200 to 400 angstrom = 4.000
PASS
```
